\section*{Leakage spread of a transistor made of twenty rough-edged slices}

\section*{Question}

I am stuck on an exercise about line-edge roughness. A transistor is cut across its width into 20 slices that conduct in parallel. Slice $i$ has its own gate length $w_i$ and leaks in proportion to $\exp(-w_i/a)$. The $w_i$ are independent and Gaussian, and their standard deviation equals $a$. I have to show that the total leakage has a relative standard deviation near 29 percent.

My attempt was to differentiate. From $I\propto e^{-w/a}$ I get $\delta I/I=-\delta w/a$, so one slice has a relative standard deviation of $a/a=1$. Averaging over 20 independent slices divides this by $\sqrt{20}$, which gives 22.4 percent and not 29.

Where does the rest come from? I am also puzzled that the mean gate length isn't given, since the leakage surely depends on it. And would a real transistor show this number?

\section*{Answer}

Your division by $\sqrt{20}$ is right. The fault lies in the step before it: $\delta I/I=-\delta w/a$ holds for $|\delta w|\ll a$, whereas here a typical $\delta w$ is as large as $a$. The exponential has to be averaged without linearising it, and for a Gaussian this can be done in closed form.

\subsection*{Assumptions}

Let $n$ be the number of slices and write
\begin{equation}
I=\sum_{i=1}^{n} I_i,\qquad I_i=I_0\,e^{-w_i/a}.
\end{equation}
The slices have equal width, so they share one prefactor $I_0$ and one decay length $a$. The $w_i$ are independent Gaussian variables with common mean $m$ and common standard deviation $s$. I keep $s$ general and set $s=a$ at the end. Averages, written $\langle\cdot\rangle$, run over a large set of transistors made to the same design. The relative standard deviation is the standard deviation of $I$ divided by $\langle I\rangle$, not by the leakage of a transistor with perfect edges. That distinction matters below.

\subsection*{The average of an exponential}

We need $\langle I_i\rangle$ and $\langle I_i^2\rangle$, so we need $\langle e^{-kw/a}\rangle$ for $k=1$ and $k=2$. With the Gaussian density,
\begin{equation}
\left\langle e^{-kw/a}\right\rangle=\frac{1}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}
\exp\!\left[-\frac{(w-m)^2}{2s^2}-\frac{kw}{a}\right]dw .
\end{equation}
Put $x=w-m$. The exponent becomes
\begin{align}
-\frac{x^2}{2s^2}-\frac{kx}{a}-\frac{km}{a}
&=-\frac{1}{2s^2}\left(x^2+\frac{2ks^2}{a}x\right)-\frac{km}{a}\nonumber\\
&=-\frac{1}{2s^2}\left(x+\frac{ks^2}{a}\right)^2+\frac{k^2s^2}{2a^2}-\frac{km}{a}.
\label{square}
\end{align}
In the second line I added and subtracted $(ks^2/a)^2$ inside the bracket; the subtracted part, multiplied by $-1/(2s^2)$, gives $+k^2s^2/(2a^2)$. The remaining integral is that of a displaced Gaussian and equals $s\sqrt{2\pi}$, which cancels the normalisation. Hence
\begin{equation}
\left\langle e^{-kw/a}\right\rangle=\exp\!\left(-\frac{km}{a}+\frac{k^2s^2}{2a^2}\right).
\label{moment}
\end{equation}

The integral includes negative gate lengths, which don't exist. This is harmless if the centre of the displaced Gaussian, $w=m-ks^2/a$, lies many standard deviations above zero; in the example below it is 10 of them for $k=1$ and 9 for $k=2$.

\subsection*{One slice}

Equation (\ref{moment}) with $k=1$ and $k=2$ gives
\begin{equation}
\langle I_i\rangle=I_0\,e^{-m/a+s^2/(2a^2)},\qquad
\langle I_i^2\rangle=I_0^2\,e^{-2m/a+2s^2/a^2}.
\end{equation}
Squaring the first gives $\langle I_i\rangle^2=I_0^2e^{-2m/a+s^2/a^2}$. The relative variance of one slice is therefore
\begin{equation}
\frac{\langle I_i^2\rangle-\langle I_i\rangle^2}{\langle I_i\rangle^2}
=\frac{\langle I_i^2\rangle}{\langle I_i\rangle^2}-1
=e^{s^2/a^2}-1 .
\label{one}
\end{equation}
This answers your second question. A change of $m$ multiplies every leakage by the same factor, and a common factor drops out of a ratio of standard deviation to mean. The absolute leakage does depend on $m$; its relative spread in this model does not.

For $s=a$ the relative variance is $e-1=1.7183$, and the relative standard deviation of one slice is $\sqrt{1.7183}=1.311$, or 131 percent. Your linear estimate had 100 percent here.

\subsection*{Twenty slices}

Means add, so $\langle I\rangle=n\langle I_1\rangle$. For the variance, write $\delta I_i=I_i-\langle I_i\rangle$ and expand the square:
\begin{equation}
\operatorname{Var}I=\Big\langle\Big(\sum_i\delta I_i\Big)^2\Big\rangle
=\sum_i\langle\delta I_i^2\rangle+\sum_{i\neq j}\langle\delta I_i\,\delta I_j\rangle .
\label{sum}
\end{equation}
Independence makes each term of the last sum equal to $\langle\delta I_i\rangle\langle\delta I_j\rangle=0$. What remains is $n\operatorname{Var}I_1$, so that
\begin{equation}
\frac{\sqrt{\operatorname{Var}I}}{\langle I\rangle}
=\frac{\sqrt{n\operatorname{Var}I_1}}{n\langle I_1\rangle}
=\sqrt{\frac{e^{s^2/a^2}-1}{n}} .
\label{result}
\end{equation}
With $s=a$ and $n=20$,
\begin{equation}
\sqrt{\frac{1.7183}{20}}=\sqrt{0.0859}=0.293 .
\end{equation}
That is the 29 percent of the exercise. A simulation of 400\,000 transistors, each with 20 random gate lengths, gives 29.4 percent, in agreement within its sampling error.

\subsection*{What the linear estimate leaves out}

Expand the relative variance of one slice in powers of $r=s/a$:
\begin{equation}
e^{r^2}-1=r^2+\frac{r^4}{2}+\frac{r^6}{6}+\cdots
\end{equation}
Your estimate keeps the first term. For small $r$ that is sound, and (\ref{result}) reduces to $r/\sqrt n$. At $r=1/2$ and $n=20$ the full formula gives 11.9 percent and the linear one 11.2 percent. At $r=1$ the terms are $1+0.5+0.167+\dots$, and the omitted ones make up $0.718$ of the total $1.718$. At $r=2$ the full result is 164 percent against a linear 45 percent.

For $r\gg1$ the $-1$ can be dropped, and the spread becomes $e^{r^2/2}/\sqrt n$. Holding it at a fixed value then takes a number of slices that grows as $e^{r^2}$. Averaging still works, but it becomes very expensive.

Equation (\ref{square}) also shows which slices matter. The integrand for $\langle I_i^2\rangle$ is a Gaussian in $w$ of the original width $s$, centred not at $m$ but at
\begin{equation}
w=m-\frac{2s^2}{a},
\end{equation}
which for $s=a$ lies two standard deviations below the mean. There the leakage is $e^{2}=7.4$ times that at $w=m$, while a straight line drawn through $w=m$ predicts a factor of $1+2=3$. The mean square is thus dominated by short gates, for which the tangent at $m$ is a poor guide.

\subsection*{Reading the number}

Take $m=22$ nm, $s=a=2$ nm and slices 20 nm wide, so that the transistor is 400 nm wide. The squared leakage is then centred at $22-2\times2^2/2=18$ nm.

Roughness does more than spread the leakage. From (\ref{moment}) with $k=1$, the mean leakage exceeds that of a transistor with all $w_i=m$ by the factor
\begin{equation}
e^{s^2/(2a^2)}=e^{1/2}=1.65 .
\end{equation}
The reason is that the exponential is convex: a gate too short by some amount adds more leakage than a gate too long by the same amount removes. Adding slices reduces the relative spread but leaves this 65 percent rise untouched. It also explains why the reference must be named. Measured against the perfect-edge transistor, the standard deviation is $0.293\times1.65=0.48$, or 48 percent.

Nor is the total Gaussian. In the simulation, 5 percent of the transistors lie below 0.62 of the mean leakage, half below 0.95, and 5 percent above 1.53. The upper 5 percent point is 0.58 from the median and the lower one 0.33, so the distribution leans towards high leakage, and 57 percent of the transistors leak less than the mean. A normal curve with the same mean and standard deviation would put the two outer points at $1\mp1.645\times0.293$, that is, at 0.52 and 1.48.

To bring the spread down to 10 percent at the same $s/a$, equation (\ref{result}) requires
\begin{equation}
n\ge\frac{1.7183}{0.10^2}=171.8,
\end{equation}
hence 172 slices. At 20 nm each, the transistor would be about 3.4 $\mu$m wide.

\subsection*{If the slices are not independent}

A gate edge is a continuous line, so neighbouring slices tend to deviate together. Let $\rho_{ij}$ be the correlation coefficient of $w_i$ and $w_j$, taken as jointly Gaussian. Their sum is Gaussian with mean $2m$ and variance
\begin{equation}
s^2+s^2+2\rho_{ij}s^2=2s^2(1+\rho_{ij}).
\end{equation}
The average of $e^{-y/a}$ for a Gaussian $y$ is $\exp[-\langle y\rangle/a+\operatorname{Var}y/(2a^2)]$, which is (\ref{moment}) with $k=1$. Applied to $y=w_i+w_j$ it gives
\begin{equation}
\langle I_iI_j\rangle=I_0^2\exp\!\left[-\frac{2m}{a}+\frac{s^2(1+\rho_{ij})}{a^2}\right]
=\langle I_1\rangle^2\,e^{\rho_{ij}s^2/a^2}.
\end{equation}
Subtracting $\langle I_1\rangle^2$ gives the covariance. Summing over all pairs in (\ref{sum}), with $\rho_{ii}=1$, and dividing by $n^2\langle I_1\rangle^2$ yields
\begin{equation}
\frac{\operatorname{Var}I}{\langle I\rangle^2}
=\frac{1}{n^2}\sum_{i,j=1}^{n}\left(e^{\rho_{ij}s^2/a^2}-1\right).
\label{corr}
\end{equation}
For independent slices the $n$ diagonal terms survive and (\ref{result}) returns. For complete correlation, $\rho_{ij}=1$, all $n^2$ terms are equal, the factor $1/n$ disappears, and the transistor has the 131 percent spread of a single slice.

As an intermediate case, let the correlation fall as $e^{-d/\xi}$ with the distance $d$ between slice centres, and take $\xi=20$ nm. Neighbours then have $\rho=e^{-1}=0.368$, and (\ref{corr}) gives 38.4 percent. This value still depends somewhat on the slicing: at the same $s$ and $\xi$, 40 slices give about 36 percent and ever finer cuts approach 35.5 percent. The number of slices is therefore not free for you to choose. If you cut the same transistor more finely, the new slices are more strongly correlated, and using (\ref{result}) with the larger $n$ would claim an averaging that isn't there.

\subsection*{Would a real transistor show 29 percent?}

Not reliably. The numbers above are rough values for a short planar bulk silicon transistor, and $s=a$ is a severe case. To see this, suppose that leakage falls by a decade for each 100 mV of threshold voltage. A decay length $a$ then means that the threshold changes with gate length by
\begin{equation}
\frac{100\ \text{mV}}{a\ln 10}=\frac{100\ \text{mV}}{2\ \text{nm}\times2.303}=21.7\ \text{mV/nm},
\label{slope}
\end{equation}
which is steep and describes a gate with poor control of its channel. At the same 100 mV per decade, a threshold that varies less with gate length means a larger $a$, and for the same $s$ a smaller spread. Even for this device the model omits effects that can outweigh its own result. Below, each is added separately to the case of independent slices, with the other parameters held fixed.

\emph{Leakage ceiling.} The exponential law must end once the threshold barrier is gone. With a threshold of 300 mV this happens near $10^{300/100}=1000$ times the leakage at $w=m$. Beyond that level a real current still rises, though more slowly than exponentially. As a simplification I let it level off smoothly by adding reciprocals, $1/I_i\to1/I_i+1/I_{\max}$. The spread becomes 29.0 percent, so by itself the ceiling hardly matters.

\emph{Curved threshold roll-off.} The threshold drops faster as the gate gets shorter. Let its slope grow exponentially towards short gates with a scale length $l=8$ nm. With $x=w-m$,
\begin{equation}
\ln\frac{I_i(x)}{I_i(0)}=\frac{l}{a}\left(e^{-x/l}-1\right)
=-\frac{x}{a}+\frac{x^2}{2al}-\cdots
\end{equation}
The first term is the original law. At $w=18$ nm, where $x=-4$ nm, the full expression is $4(e^{0.5}-1)=2.59$ instead of 2, so the leakage there is 13 times that at $w=m$ instead of 7.4 times. The curvature raises the leakage of short gates further above that at $w=m$, and the spread rises to 77 percent. This figure includes the ceiling, and it has to. The exponential of an exponential outgrows any Gaussian tail, so over the whole Gaussian both averages diverge. Restricted to positive gate lengths, the mean stays modest, about 2.6 times the leakage at $w=m$. The mean square, however, reaches roughly $10^{23}$ times the squared leakage at $w=m$, carried by very short gates for which the law no longer holds. The figure therefore depends on the ceiling chosen: with 300 or 3000 in place of 1000 it becomes 57 or 100 percent. Rare, very leaky transistors contribute much of it, so a sample of a hundred typically shows less.

\emph{Other threshold scatter.} Dopant atoms, among other causes, shift the threshold of each slice at random. I take a standard deviation of 1.5 mV\,$\mu$m divided by the square root of the gate area, independent from slice to slice:
\begin{equation}
\frac{1.5\ \text{mV}\,\mu\text{m}}{\sqrt{0.020\times0.022}\ \mu\text{m}}=71.5\ \text{mV},
\qquad \frac{71.5\ \text{mV}\times\ln10}{100\ \text{mV}}=1.65 .
\end{equation}
The second number is the resulting standard deviation of $\ln I_i$, to be compared with $s/a=1$ from the edges. With the straight roll-off and the ceiling, the total spread is 80 percent. Here the ceiling does matter. Without it, the two independent Gaussian terms in $\ln I_i$ would add their variances, and (\ref{result}) with $s^2/a^2$ replaced by $1+1.65^2$ would give about 140 percent. The way the leakage saturates matters too: a sharp cut-off at the same level, in place of the smooth one, gives about 100 percent. These figures also rest on applying the area law to each 20 nm slice separately. Read at 100 mV per decade, the scatter that this alone produces in $\ln I$ of the whole transistor corresponds to about 23 mV, whereas the law gives 16 mV for a gate of 400 nm by 22 nm. Applied once, as a common 16 mV shift of the whole transistor, it gives a total spread of about 49 percent. Kept per slice, but with each slice's own gate length in the area, it gives about 88 percent.

\emph{Temperature of use.} If the voltage needed per decade of leakage grows in proportion to absolute temperature while the threshold slope (\ref{slope}) stays fixed, then $a$ grows in the same proportion. Going from 300 K to 358 K takes it from 2 nm to $2\times358/300=2.39$ nm. With $s$ still 2 nm, (\ref{result}) gives 22.6 percent. In this model the warm transistor has the smaller relative spread; that says nothing about its absolute leakage.

For these parameters, then, the assumptions tested here that fail most seriously are that the exponent is linear in gate length and that gate length is the sole source of scatter. With the smooth ceiling used here, the curved roll-off moves the answer from 29 percent to about 80 percent, and the added threshold scatter moves it to about 50 to 90 percent, depending on how the area law is applied; the figures also depend on how the leakage saturates. The 29 percent is the correct answer to the exercise as set, and it isolates what independent edge roughness does under a purely exponential law. The numerical output below lists the parameters and the main results.

\section*{Table of computed values}
\begin{verbatim}
number of slices: 20
slice width: 20 nm
device width: 400 nm
mean gate length m: 22 nm
gate-length standard deviation s: 2.0 nm
leakage decay length a: 2.0 nm
mean gate length over s: 11
mean leakage / leakage at w = m: 1.6487
relative variance, one slice: 1.7183
relative sd, one slice: 131.1 %
relative sd, total, formula: 29.31 %
relative sd, total, simulated: 29.4 %
simulated devices: 400000
relative sd, three slices, quadrature: 75.7 %
linearised estimate, total: 22.4 %
mean w weighted by squared leakage: 18.0 nm
5th percentile of total/mean: 0.62
median of total/mean: 0.95
95th percentile of total/mean: 1.53
share of devices below the mean: 57 %
slices needed for 10 % spread: 172
-- neglected effects, same device --
edge correlation length: 20 nm
correlation of neighbouring slices: 0.368
relative sd with correlation: 38.4 %
threshold voltage: 300 mV
subthreshold swing: 100 mV/decade
implied threshold slope: 21.7 mV/nm
leakage ceiling / nominal: 1000
relative sd with ceiling only: 29.0 %
roll-off scale length: 8 nm
relative sd, curved roll-off + ceiling: 77 %
threshold scatter coefficient: 1.5 mV um
other threshold scatter per slice: 72 mV
same scatter in ln(leakage): 1.65
relative sd, other scatter + ceiling: 80 %
reference temperature: 300 K
temperature of use: 358 K
decay length at temperature of use: 2.39 nm
relative sd at temperature of use: 22.6 %
\end{verbatim}
